\section*{The Onsager Reaction-Field Pair Term and the Force at the Cutoff}

\section{A charge with a cutoff}

In a simulation of many charged particles, each particle $i$ interacts explicitly with the neighbours inside a sphere of radius $R_c$ around it. If everything beyond $R_c$ is simply ignored, the Coulomb force between two charges drops from $q_iq_j/R_c^2$ to zero as they separate through that distance. The ignored material would also have responded: the charges inside the sphere polarize it, and the polarization acts back on particle $i$. The reaction-field method replaces the outer material by a uniform dielectric and asks what extra force it produces.

The model is a spherical cavity, vacuum inside, surrounded by an unbounded, uniform, isotropic, linear medium of static dielectric constant $\epsilon\geq 1$. There is no free charge on the wall or in the medium, and the medium responds fully to the instantaneous positions of the charges. In atomic units with $4\pi\epsilon_0=1$, two charges at distance $r$ in vacuum have energy $q_iq_j/r$. The result to be derived is
\begin{equation}
u(r)=q_iq_j\left[\frac1r+\frac{\epsilon-1}{2\epsilon+1}\,\frac{r^2}{R_c^3}\right],\qquad r\le R_c .
\label{u}
\end{equation}
The second term is not the full induced interaction of two charges at arbitrary places in one fixed cavity. What it does represent has to come out of the derivation.

\section{The potential induced by one charge}

Put a charge $q$ at distance $s<R_c$ from the centre, on the $z$ axis, and let $\theta$ be the polar angle of the field point. For $r>s$ the Coulomb potential has the expansion $q\sum_l s^lP_l(\cos\theta)/r^{l+1}$. The polarized medium adds a potential that is regular inside the cavity, and the potential outside must decay:
\begin{align}
\phi_{\rm in}&=\sum_{l=0}^\infty\left[\frac{q s^l}{r^{l+1}}+A_l r^l\right]P_l(\cos\theta),\qquad s<r<R_c,\\
\phi_{\rm out}&=\sum_{l=0}^\infty\frac{B_l}{r^{l+1}}P_l(\cos\theta),\qquad r>R_c .
\end{align}
The Legendre polynomials are independent, so the boundary conditions hold for each $l$ separately. Continuity of the potential at $R_c$, multiplied by $R_c^{l+1}$, gives
\begin{equation}
B_l=q s^l+A_lR_c^{2l+1}.
\label{B}
\end{equation}
With no free charge on the wall, $\partial_r\phi_{\rm in}=\epsilon\,\partial_r\phi_{\rm out}$ there. Multiplied by $R_c^{l+2}$, this reads
\begin{equation}
-(l+1)q s^l+lA_lR_c^{2l+1}=-\epsilon(l+1)B_l .
\end{equation}
Insert \eqref{B} and collect the terms in $A_l$:
\begin{equation}
\left[l+\epsilon(l+1)\right]A_lR_c^{2l+1}=-(l+1)(\epsilon-1)\,q s^l ,
\end{equation}
so that
\begin{equation}
A_l=-\frac{(l+1)(\epsilon-1)}{(l+1)\epsilon+l}\,\frac{q s^l}{R_c^{2l+1}} .
\label{A}
\end{equation}
The induced potential $\phi_{\rm ind}=\sum_lA_lr^lP_l(\cos\theta)$ has no source inside the cavity, so this series holds throughout the interior, including the region $r<s$.

\section{The force on a charge at the centre}

Near $r=0$ the term of order $l$ behaves as $r^l$. The $l=0$ term is constant and has no gradient. The terms with $l\ge2$ have gradients that vanish at the centre. Only $l=1$ contributes to the field there. Define
\begin{equation}
g=\frac{2(\epsilon-1)}{(2\epsilon+1)R_c^3}.
\end{equation}
From \eqref{A}, $A_1=-g q s$. Since $s\,r\cos\theta=\mathbf s\cdot\mathbf r$, the dipole part of the induced potential is
\begin{equation}
\phi^{(1)}_{\rm ind}(\mathbf r)=-g q\,\mathbf s\cdot\mathbf r ,
\qquad
\mathbf E_{\rm ind}(0)=-\nabla\phi^{(1)}_{\rm ind}=g q\,\mathbf s .
\label{field}
\end{equation}
For positive $q$ this field points towards the source: the nearby wall carries negative induced charge.

Now let particle $i$ sit at the centre of its cavity and particle $j$ at $\mathbf s=\mathbf r_j-\mathbf r_i$. Particle $i$ also polarizes the medium, but for a source at the centre every $A_l$ with $l\ge1$ is zero. Its own induced potential is constant and exerts no force on it. With $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j=-\mathbf s$, the induced force on $i$ is
\begin{equation}
\mathbf F^{\rm ind}_i=q_i\,g q_j\,\mathbf s=-g q_iq_j\,\mathbf r_{ij}.
\label{force}
\end{equation}
No multipole has been neglected in this force.

We seek a pair energy $w(r)$ with $-\nabla_iw=\mathbf F_i^{\rm ind}$. Because $\nabla_i r^2=2\mathbf r_{ij}$, the choice
\begin{equation}
w(r)=\frac g2\,q_iq_jr^2=q_iq_j\,\frac{\epsilon-1}{2\epsilon+1}\,\frac{r^2}{R_c^3}
\end{equation}
gives $-\nabla_iw=-g q_iq_j\mathbf r_{ij}$, as required. Adding the direct Coulomb energy gives \eqref{u}. When $j$ is treated in turn, it sits at the centre of its own cavity, and exchanging the labels in \eqref{force} reverses $\mathbf r_{ij}$. The two forces are therefore equal and opposite.

\subsection{What this energy is not}

The potential induced by $j$ at the position of $i$ comes from $l=0$ alone:
\begin{equation}
\phi_{\rm ind}(0)=A_0=-\frac{\epsilon-1}{\epsilon}\,\frac q{R_c}.
\end{equation}
It does not depend on $s$, so $w$ is not $q_i\phi_{\rm ind}(0)$. The force is the gradient taken with the cavity held fixed while $i$ is displaced slightly from the centre. The function $w$ collects these forces along a path on which the cavity is re-centred at every step. It is a potential for the force law, not the electrostatic energy of one fixed arrangement of dielectric.

The restriction to the centre matters. For $\epsilon=5$ and a source at $0.6R_c$, the induced field at $0.5R_c$ on the same side is 2.00 times the field at the centre. There the terms with $l\ge2$ contribute about as much as the dipole term.

\section{A neutral set in one fixed cavity}

The same pair term has a second meaning, in which the cavity does not move. Let charges $q_i$ sit at $\mathbf s_i$ from the centre of one cavity, with total charge $Q=\sum_iq_i$ and dipole moment $\mathbf M=\sum_iq_i\mathbf s_i$. By superposition of \eqref{field}, the dipole part of the induced potential is $-g\,\mathbf M\cdot\mathbf r$.

To find the energy, scale all charges by $\lambda$ from 0 to 1. The medium is linear, so the induced potential is also proportional to $\lambda$, and the work is $\int_0^1\lambda\,d\lambda=\tfrac12$ times the final value of $\sum_iq_i\phi_{\rm ind}(\mathbf s_i)$. The missing half has been spent on polarizing the medium. Thus
\begin{equation}
W_1=\frac12\sum_iq_i\left(-g\,\mathbf M\cdot\mathbf s_i\right)=-\frac g2M^2 .
\label{W}
\end{equation}
To write this as a sum over pairs, expand the squared distances. The terms with $i=j$ vanish, so the double sum counts each pair twice:
\begin{align}
\sum_{i<j}q_iq_jr_{ij}^2
&=\frac12\sum_{i,j}q_iq_j\left(s_i^2+s_j^2-2\,\mathbf s_i\cdot\mathbf s_j\right)\nonumber\\
&=Q\sum_iq_is_i^2-M^2 .
\end{align}
Solving for $M^2$ and inserting it in \eqref{W} gives
\begin{equation}
W_1=\frac g2\sum_{i<j}q_iq_jr_{ij}^2-\frac g2\,Q\sum_iq_is_i^2 .
\label{W1}
\end{equation}
For $Q=0$ the last term disappears, and the dipole part of the reaction energy equals the sum of the pair terms. This sum must include every pair in the cavity, even those farther apart than $R_c$; dropping them breaks the equality. For $Q\ne0$ a one-body term remains unless $\sum_iq_is_i^2$ happens to vanish. It depends on where the charges sit relative to the centre, which pair distances cannot record. A charged set also has an $l=0$ reaction energy $-(\epsilon-1)Q^2/(2\epsilon R_c)$, which is not part of $W_1$.

\subsection{The size of the neglected multipoles}

In a fixed cavity the higher multipoles do contribute to the energy. Take charges $q$ and $-q$ at $z=a$ and $z=-a$, so that $d=2a$. At $z=a$ the two sources contribute with relative sign $-(-1)^l$. Even orders cancel and odd orders double. The ratio of the $l=3$ energy to the $l=1$ energy is then the ratio of the coefficients in \eqref{A} times $(a/R_c)^4$:
\begin{equation}
\frac{W_3}{W_1}=\frac{4/(4\epsilon+3)}{2/(2\epsilon+1)}\left(\frac a{R_c}\right)^4
=\frac{2(2\epsilon+1)}{4\epsilon+3}\left(\frac d{2R_c}\right)^4 .
\end{equation}
For $\epsilon=5$ the prefactor is $22/23$. At $d=0.5R_c$ the ratio is $0.957\times0.25^4=0.0037$. The full reaction energy, computed numerically without a multipole expansion, exceeds the pair term in size by 0.375\% of the pair term. At $d=R_c$ the excess is 6.4\%. The two excesses differ by a factor of 17.0, slightly more than the $2^4=16$ of the $l=3$ term, because $l=5$ and higher odd orders also contribute.

These small figures belong to the symmetric placement, which removes every even order. For a pair off the centre the $l=2$ term survives. If one charge sits at the centre and the other at distance $d$, only the second charge contributes for $l\ge1$, and
\begin{equation}
\frac{W_2}{W_1}=\frac{3/(3\epsilon+2)}{2/(2\epsilon+1)}\left(\frac d{R_c}\right)^2 ,
\end{equation}
which is 0.24 for $\epsilon=5$ and $d=0.5R_c$. The full reaction energy then exceeds the pair term in size by 32\% instead of 0.375\%. Moving the symmetric pair with $d=0.5R_c$ by only $0.1R_c$ along its axis already raises the excess to 4.8\%.

\section{The force at the cutoff}

The radial force, positive for repulsion, is $F=-du/dr$:
\begin{equation}
F(r)=q_iq_j\left[\frac1{r^2}-\frac{2(\epsilon-1)}{2\epsilon+1}\,\frac r{R_c^3}\right].
\label{F}
\end{equation}
At $r=R_c$ both terms scale as $1/R_c^2$:
\begin{equation}
F(R_c)=\frac{q_iq_j}{R_c^2}\,\frac{(2\epsilon+1)-2(\epsilon-1)}{2\epsilon+1}
=\frac{3}{2\epsilon+1}\,\frac{q_iq_j}{R_c^2}.
\label{Fc}
\end{equation}
For $\epsilon=1$ there is no polarization and the full Coulomb force remains. For large $\epsilon$ the remainder falls as $3/(2\epsilon)$ of the bare force. It vanishes in the limit $\epsilon\to\infty$, which represents conducting surroundings. For any finite $\epsilon$ a step in the force is left at the cutoff.

\subsection{Conducting surroundings by an image charge}

The conducting limit can be obtained without multipoles. Inserting \eqref{A} in \eqref{B} gives $B_l=(2l+1)q s^l/[(l+1)\epsilon+l]$, which tends to zero as $\epsilon\to\infty$. The potential then vanishes outside and on the wall, as for a grounded conductor.

Place an image charge $q'=-qR_c/s$ on the same axis at distance $R_c^2/s$ from the centre. The squared distance from the image to a wall point at angle $\theta$ is
\begin{equation}
R_c^2+\frac{R_c^4}{s^2}-\frac{2R_c^3}{s}\cos\theta
=\frac{R_c^2}{s^2}\left(s^2+R_c^2-2sR_c\cos\theta\right).
\end{equation}
The bracket is the squared distance from the source to the same wall point. The image is thus farther away by the factor $R_c/s$ and larger by the same factor, with opposite sign, so the two potentials cancel on the whole wall. The force on $q_i$ at the centre, positive when directed away from the source $q_j$, is
\begin{equation}
F=q_iq_j\left[\frac1{s^2}-\frac{R_c/s}{(R_c^2/s)^2}\right]
=q_iq_j\left[\frac1{s^2}-\frac s{R_c^3}\right].
\end{equation}
This is \eqref{F} with $\epsilon\to\infty$. As $s\to R_c$, the image approaches the same point as the source and its charge approaches $-q_j$. The source and its image then cancel, which is why the force vanishes at the cutoff.

\subsection{The energy at the cutoff}

A vanishing force does not mean a vanishing energy. From \eqref{u},
\begin{equation}
u(R_c)=\frac{q_iq_j}{R_c}\,\frac{(2\epsilon+1)+(\epsilon-1)}{2\epsilon+1}
=\frac{3\epsilon}{2\epsilon+1}\,\frac{q_iq_j}{R_c}.
\end{equation}
If pairs beyond $R_c$ are given zero energy, the energy jumps by this amount when a pair crosses the cutoff, although no force has done the corresponding work. The cure is to use $\tilde u(r)=u(r)-u(R_c)$ inside. Subtracting a constant leaves the force unchanged and makes the energy continuous.

For conducting surroundings,
\begin{equation}
\tilde u(r)=q_iq_j\left[\frac1r+\frac{r^2}{2R_c^3}-\frac3{2R_c}\right].
\end{equation}
Its first derivative vanishes at $R_c$. Its second derivative is $q_iq_j(2/r^3+1/R_c^3)$, which equals $3q_iq_j/R_c^3$ at the cutoff. Close to the cutoff, therefore,
\begin{equation}
\tilde u(r)\approx\frac{3q_iq_j}{2R_c^3}(R_c-r)^2 .
\end{equation}
The energy and the force both go continuously to zero, but the slope of the force jumps from $-3q_iq_j/R_c^3$ to zero.

\section{Numbers for two opposite charges}

Take charges $+e$ and $-e$, $R_c=10$ angstrom and $r=6$ angstrom. These are round model parameters and describe no particular material. With $e^2=14.39965$ eV angstrom, written as 14.400 where the last digits do not matter, the bare energy is $-14.39965/6=-2.3999$ eV. For conducting surroundings the coefficient is $1/2$, and the pair term is
\begin{equation}
-14.400\times\frac12\times\frac{6^2}{10^3}=-0.2592\ \text{eV},
\end{equation}
or $-0.009525$ hartree. The total is $-2.6591$ eV. The energy at the cutoff is $-\tfrac32\times14.39965/10=-2.1599$ eV, so the shifted energy is $-2.6591+2.1599=-0.4992$ eV.

The dependence on the surroundings is as follows, with the pair term and the shifted energy taken at 6 angstrom.
\begin{center}
\begin{tabular}{cccc}
$\epsilon$ & pair term & $\tilde u$ & $|F(R_c)|$\\
 & (eV) & (eV) & (eV/angstrom)\\
5 & $-0.1885$ & $-0.6249$ & 0.0393\\
80 & $-0.2544$ & $-0.5078$ & 0.0027\\
$\infty$ & $-0.2592$ & $-0.4992$ & 0
\end{tabular}
\end{center}
The last column follows \eqref{Fc}. The bare force at the cutoff has size 0.1440 eV/angstrom, and $3/11$ of it is 0.0393 eV/angstrom. At $\epsilon=80$ the remaining fraction is $3/161$, about 2\%. The pair term at $\epsilon=80$ is already within 2\% of its conducting value.

For conducting surroundings the radial forces in eV/angstrom, with a minus sign for attraction, are
\begin{center}
\begin{tabular}{cccc}
$r$ (angstrom) & bare & induced & total\\
2 & $-3.5999$ & 0.0288 & $-3.5711$\\
6 & $-0.4000$ & 0.0864 & $-0.3136$\\
8 & $-0.2250$ & 0.1152 & $-0.1098$\\
10 & $-0.1440$ & 0.1440 & 0
\end{tabular}
\end{center}
The induced force grows linearly with $r$, and its ratio to the bare force is $(r/R_c)^3$ in size. That ratio is 0.8\% at 2 angstrom, 22\% at 6 angstrom and one at the cutoff. The force between close pairs is hardly changed. The pair term lowers the energy of opposite charges and yet weakens their attraction, because it becomes more negative as $r$ increases and so pushes them apart.

\subsection{Neutral and charged sets}

Place three charges at $(1,0,0)$, $(3,2,0)$ and $(0,-1,2)$ angstrom from the centre of one fixed cavity with $R_c=10$ angstrom and $\epsilon=5$. For charges $+2,-1,-1$ the dipole is $(-1,-1,-2)$ $e$ angstrom, so $M^2=6$ and
\begin{equation}
W_1=-14.400\times0.36364\times\frac6{10^3}=-0.0314\ \text{eV}.
\end{equation}
The pair sum gives the same value. This is the dipole part only: with all multipoles the reaction energy of this set is $-0.0394$ eV, about 25\% larger in size, mostly through $l=2$. Changing the last charge to $+1$ makes $Q=2$ and $\mathbf M=(-1,-3,2)$ $e$ angstrom. The dipole energy is now $-0.0733$ eV, whereas the pair sum is $-0.1361$ eV. The difference, $-0.0628$ eV, is the one-body term $(g/2)Q\sum_iq_is_i^2$ of \eqref{W1}. The $l=0$ energy of this charged set, $-2.30$ eV, is far larger than either value but does not depend on the positions.

\section{Checks and limits of validity}

The central result was tested by solving for the charge induced on the wall numerically, with no multipole expansion. For $\epsilon=2$, 5, 80 and $\infty$, and sources at 0.3, 0.6 and 0.9 of $R_c$, the field at the centre agrees with \eqref{field} to $4\times10^{-9}$ of its value or better.

The force law rests on the spherical shape, on the position of the charge at the centre, and on a uniform linear medium beginning sharply at $R_c$. Mobile ions outside would screen the field over a finite distance, and the static dielectric constant of the medium alone does not include this screening. A medium too slow to follow the charges would not supply the static response assumed here. Real surroundings also have structure near $R_c$, which the continuum replaces by an average. Choosing $\epsilon\to\infty$ removes the force step at the cutoff, but it does not make the surroundings conducting: if the real medium has a modest $\epsilon$, the smooth force is obtained at the price of a different reaction field. For $\epsilon=5$ the coefficient is 0.364 instead of 0.5, so the conducting choice overestimates the induced force by 37.5\% of its value at $\epsilon=5$.

\section*{Numbers as computed}
\begin{verbatim}
Coulomb constant e^2: 14.39965 eV angstrom
cavity radius Rc: 10.0 angstrom; charges +e and -e
solver, largest relative error of centre field: 3.5e-09
off-centre/centre reaction field (eps 5, s 0.6 Rc, z 0.5 Rc): 2.002
ion pair, full/pair-term energy - 1, d = 0.5 Rc: 0.00375
ion pair, full/pair-term energy - 1, d = 1.0 Rc: 0.06371
ratio of these two excesses: 16.99
bare Coulomb energy at r = 6 angstrom: -2.3999 eV
bare Coulomb force at r = 6 angstrom: -0.4000 eV/angstrom
bare Coulomb force at cutoff: -0.14400 eV/angstrom
eps = 5: coefficient (eps-1)/(2 eps+1): 0.36364
eps = 5: pair term at 6 angstrom: -0.1885 eV = -0.006927 hartree
eps = 5: total pair energy at 6 angstrom: -2.5884 eV
eps = 5: energy at cutoff: -1.9636 eV
eps = 5: shifted energy at 6 angstrom: -0.6249 eV
eps = 5: total force at 6 angstrom: -0.3372 eV/angstrom
eps = 5: force at cutoff: 0.03927 eV/angstrom (size)
eps = 80: coefficient (eps-1)/(2 eps+1): 0.49068
eps = 80: pair term at 6 angstrom: -0.2544 eV = -0.009348 hartree
eps = 80: total pair energy at 6 angstrom: -2.6543 eV
eps = 80: energy at cutoff: -2.1465 eV
eps = 80: shifted energy at 6 angstrom: -0.5078 eV
eps = 80: total force at 6 angstrom: -0.3152 eV/angstrom
eps = 80: force at cutoff: 0.00268 eV/angstrom (size)
eps = inf: coefficient (eps-1)/(2 eps+1): 0.50000
eps = inf: pair term at 6 angstrom: -0.2592 eV = -0.009525 hartree
eps = inf: total pair energy at 6 angstrom: -2.6591 eV
eps = inf: energy at cutoff: -2.1599 eV
eps = inf: shifted energy at 6 angstrom: -0.4992 eV
eps = inf: total force at 6 angstrom: -0.3136 eV/angstrom
eps = inf: force at cutoff: 0.00000 eV/angstrom (size)
conducting surroundings, radial forces in eV/angstrom (minus = pull):
r =  2.0 angstrom: bare  -3.5999, reaction  0.0288, total  -3.5711
r =  4.0 angstrom: bare  -0.9000, reaction  0.0576, total  -0.8424
r =  6.0 angstrom: bare  -0.4000, reaction  0.0864, total  -0.3136
r =  8.0 angstrom: bare  -0.2250, reaction  0.1152, total  -0.1098
r = 10.0 angstrom: bare  -0.1440, reaction  0.1440, total   0.0000
three charges at (1,0,0), (3,2,0), (0,-1,2) angstrom, eps = 5:
charges +2, -1, -1 e: dipole [-1. -1. -2.] e angstrom
charges +2, -1, -1 e: dipole energy -0.03142 eV, pair sum -0.03142 eV
charges +2, -1, -1 e: one-body remainder 0.00000 eV
charges +2, -1, +1 e: dipole [-1. -3.  2.] e angstrom
charges +2, -1, +1 e: dipole energy -0.07331 eV, pair sum -0.13614 eV
charges +2, -1, +1 e: one-body remainder -0.06283 eV
\end{verbatim}
